# The Exact Stefan Correction to Diffusion-Limited Oxide Growth: verification in Python

```python
"""Diffusion-limited oxide growth as a one-phase Stefan problem.

Result under test: thickness X obeys X^2 = B t with B = 4 lam^2 D and
    sqrt(pi) lam exp(lam^2) erf(lam) = eps,   eps = Cs/N,
and the quasi-steady coefficient B0 = 2 D Cs/N satisfies
    B0/B = 1 + eps/3 - 2 eps^2/45 + ...,   1 < B0/B < 1 + eps/3.
Symbols: D diffusivity, Cs oxidant solubility at the gas side, N oxidant
molecules incorporated per oxide volume, y depth in the oxide-fixed frame.
"""
import numpy as np
import sympy as sp
import mpmath as mp
from scipy.constants import k as k_joule, e as e_charge
from scipy.integrate import quad, solve_ivp
from scipy.optimize import brentq
from scipy.special import erf


def stefan_root(eps):
    def balance(lam):
        return np.sqrt(np.pi) * lam * np.exp(lam**2) * erf(lam) - eps
    return brentq(balance, 1e-8, 4.0, xtol=1e-17, rtol=1e-14)


def coefficient_ratio(eps):
    """B0/B from the exact root."""
    return eps / (2 * stefan_root(eps)**2)


# --- The similarity solution satisfies the differential problem (symbolic)
y, t, D_s, Cs_s, lam_s = sp.symbols("y t D Cs lam", positive=True)
front = 2 * lam_s * sp.sqrt(D_s * t)
profile = Cs_s * (1 - sp.erf(y / (2 * sp.sqrt(D_s * t))) / sp.erf(lam_s))
assert sp.simplify(sp.diff(profile, t) - D_s * sp.diff(profile, y, 2)) == 0
assert sp.simplify(profile.subs(y, 0) - Cs_s) == 0
assert sp.simplify(profile.subs(y, front)) == 0
eps_of_lam = sp.sqrt(sp.pi) * lam_s * sp.exp(lam_s**2) * sp.erf(lam_s)
front_residual = (Cs_s / eps_of_lam * sp.diff(front, t)
                  + D_s * sp.diff(profile, y).subs(y, front))
assert sp.simplify(front_residual) == 0

# --- Power series of the root equation, and second-order excess
z = sp.symbols("z")
expansion = sp.series(sp.sqrt(sp.pi) * z * sp.exp(z**2) * sp.erf(z),
                      z, 0, 10).removeO()
for n in range(4):
    expected = sp.Integer(2)**(n + 1) / sp.factorial2(2 * n + 1)
    assert sp.simplify(sp.expand(expansion).coeff(z, 2*n + 2) - expected) == 0

mp.mp.dps = 40
small = mp.mpf("1e-4")
root_mp = mp.findroot(lambda q: mp.sqrt(mp.pi) * q * mp.exp(q**2)
                      * mp.erf(q) - small, mp.sqrt(small / 2))
ratio_mp = small / (2 * root_mp**2)
first_coefficient = float((ratio_mp - 1) / small)
second_coefficient = float((ratio_mp - 1 - small / 3) / small**2)
assert abs(first_coefficient - 1 / 3) < 1e-5
assert abs(second_coefficient + 2 / 45) < 1e-4
u_mp = 2 * root_mp**2
third_u = float((u_mp - small + small**2 / 3) / small**3)
assert abs(third_u - 7 / 45) < 1e-4

for trial in np.logspace(-3, 1, 41):
    assert 1 < coefficient_ratio(trial) < 1 + trial / 3


# --- Direct moving-boundary calculation from a film empty of oxidant
def moving_boundary_ratio(eps, capacity=1.0, cells=100):
    """B0/B at late time; capacity scales the storage of dissolved oxidant.

    Grid eta = y/X; the clock is d(sigma) = D dt / X^2.
    """
    eta = np.linspace(0, 1, cells + 1)
    h = eta[1]

    def growth(c):  # X (dX/dt) / D from the flux at the front
        return -eps * (c[-3] - 4 * c[-2] + 3 * c[-1]) / (2 * h)

    def rate(_, inner):
        c = np.concatenate(([1.0], inner, [0.0]))
        curvature = (c[2:] - 2 * c[1:-1] + c[:-2]) / h**2
        slope = (c[2:] - c[:-2]) / (2 * h)
        return curvature / capacity + eta[1:-1] * growth(c) * slope

    run = solve_ivp(rate, (0, 4), np.zeros(cells - 1), method="BDF",
                    rtol=1e-7, atol=1e-10)
    assert run.success
    final = np.concatenate(([1.0], run.y[:, -1], [0.0]))
    return eps / growth(final)


eps_big = 0.5
ratio_big = coefficient_ratio(eps_big)
ratio_coarse = moving_boundary_ratio(eps_big, cells=50)
ratio_direct = moving_boundary_ratio(eps_big)
assert abs(ratio_direct - ratio_big) < 1e-4
ratio_low_storage = moving_boundary_ratio(eps_big, capacity=0.1)
assert abs(ratio_low_storage - coefficient_ratio(0.1 * eps_big)) < 1e-4


# --- Moment law and overall balance, by quadrature (Cs = D = t = 1)
def profile_moments(eps):
    lam = stefan_root(eps)

    def c(s):
        return 1 - erf(lam * s) / erf(lam)
    mean = quad(c, 0, 1, epsabs=1e-13)[0]
    first = quad(lambda s: s * c(s), 0, 1, epsabs=1e-13)[0]
    return lam, mean, first


for trial in (1e-3, 0.5, 3.0):
    lam, mean, first = profile_moments(trial)
    thickness_sq = 4 * lam**2
    assert abs(thickness_sq * (0.5 / trial + first) - 1) < 1e-8
    assert first < 1 / 6
    assert abs(np.exp(lam**2) - 1 - trial * mean) < 1e-9
lam_big, mean_big, first_big = profile_moments(eps_big)


# --- Similarity growth when mobile oxidant varies as (total)^(1/power)
def stored_oxidant_ratio(eps, power):
    """B0/B; total s = phi**power, phi = scaled mobile oxidant."""
    def end_value(b):
        def rate(w, state):  # w = 1 - y/X, state = (phi, content past y)
            s = max(state[0], 0.0)**power
            return [b * (1 + eps * ((1 - w) * s + state[1])), s]
        run = solve_ivp(rate, (0, 1), [0.0, 0.0], rtol=1e-10, atol=1e-13)
        return run.y[0, -1] - 1
    return 1 / brentq(end_value, 0.5, 1.0, xtol=1e-14)


assert abs(stored_oxidant_ratio(eps_big, 1.0) - ratio_big) < 1e-7
silanol_coefficient = 2 * quad(lambda s: s * np.sqrt(1 - s), 0, 1)[0]
assert abs(silanol_coefficient - 8 / 15) < 1e-7
assert abs((stored_oxidant_ratio(0.01, 0.5) - 1) / 0.01 - 8 / 15) < 5e-3

# --- Worked example: round values, rough regime of wet silicon oxidation
Cs, N = 3e19, 4.5e22                 # cm^-3
D_cm = 1e-9                          # cm^2/s
k_cm = 2e-4                          # cm/s, interface reaction
hours, T, pressure, E_act = 4.0, 1350.0, 760.0, 0.8
Cs_dry, N_dry = 5e16, 2.25e22        # cm^-3
D = D_cm * 1e14                      # nm^2/s
k_rate = k_cm * 1e7                  # nm/s
time = hours * 3600
eps = Cs / N
lam = stefan_root(eps)
B = 4 * lam**2 * D
B0 = 2 * D * eps
excess = B0 / B - 1
X, X0 = np.sqrt(B * time), np.sqrt(B0 * time)
assert abs(excess - eps / 3) < eps**2

# Finite reaction rate: closed form against integration of the rate law
A = 2 * D / k_rate
X_reaction = -A / 2 + np.sqrt(A**2 / 4 + B0 * time)
run = solve_ivp(lambda _, x: eps / (1 / k_rate + x / D), (0, time), [0.0],
                rtol=1e-10, atol=1e-9)
assert abs(run.y[0, -1] - X_reaction) < 1e-4
assert X0 - X_reaction > 100 * (X0 - X)

# Temperature and pressure offsets with the same effect on B
kB = k_joule / e_charge
per_kelvin = np.exp(-E_act / kB * (1 / (T + 1) - 1 / T)) - 1
T_offset = 1 / (1 / T - kB * np.log1p(excess) / E_act) - T
assert abs(T_offset * per_kelvin / excess - 1) < 0.01
p_offset = pressure * excess
silanol_excess = stored_oxidant_ratio(eps, 0.5) - 1
assert abs(silanol_excess / eps - 8 / 15) < 1e-3

print("GENERAL CHECKS")
print(f"first-order coefficient of B0/B: {first_coefficient:.5f}")
print(f"second-order coefficient of B0/B: {second_coefficient:.5f}")
print(f"test case C*/N: {eps_big:.2f}")
print(f"  lambda: {lam_big:.5f}")
print(f"  B0/B, exact root: {ratio_big:.5f}")
print(f"  B0/B, moving boundary, 100 cells: {ratio_direct:.5f}")
print(f"  shift from 50 to 100 cells: {ratio_direct-ratio_coarse:.1e}")
print(f"  B0/B, storage cut to one tenth: {ratio_low_storage:.5f}")
print(f"  upper bound 1 + C*/(3N): {1 + eps_big/3:.5f}")
print(f"  mean C / C*: {mean_big:.5f}")
print(f"  integral of yC / (C* X^2): {first_big:.5f}")
print(f"  entering flux / consumed flux: {np.exp(lam_big**2):.5f}")
print("WORKED EXAMPLE (rough wet-oxidation regime)")
print(f"C*: {Cs:.1e} cm^-3")
print(f"N: {N:.2e} cm^-3")
print(f"D: {D_cm:.1e} cm^2/s")
print(f"time: {hours:.1f} h")
print(f"C*/N: {eps:.4e}")
print(f"lambda: {lam:.6f}")
print(f"B0, quasi-steady: {B0:.4f} nm^2/s")
print(f"B, exact: {B:.4f} nm^2/s")
print(f"B0/B - 1: {excess:.4e}")
print(f"C*/(3N): {eps/3:.4e}")
print(f"thickness, quasi-steady: {X0:.3f} nm")
print(f"thickness, exact: {X:.3f} nm")
print(f"thickness excess: {X0-X:.4f} nm = {10*(X0-X):.3f} angstrom")
print(f"diffusion time X^2/D: {X**2/D:.2f} s")
print(f"dry case C*: {Cs_dry:.1e} cm^-3")
print(f"dry case N: {N_dry:.2e} cm^-3")
print(f"dry case B0/B - 1, leading order: {Cs_dry/(3*N_dry):.2e}")
print("NEGLECTED EFFECTS")
print(f"reaction rate constant k: {k_cm:.1e} cm/s")
print(f"A = 2D/k: {A:.1f} nm")
print(f"thickness with finite k: {X_reaction:.2f} nm")
print(f"thickness lost to finite k: {X0-X_reaction:.2f} nm")
print(f"temperature: {T:.0f} K; activation energy of B: {E_act:.2f} eV")
print(f"relative change of B per kelvin: {per_kelvin:.3e}")
print(f"temperature offset equal to the excess: {T_offset:.4f} K")
print(f"pressure: {pressure:.0f} Torr")
print(f"pressure offset equal to the excess: {p_offset:.3f} Torr")
print(f"silanol storage coefficient: {silanol_coefficient:.5f}")
print(f"B0/B - 1 with silanol storage: {silanol_excess:.4e}")
print("PASS")
```

It prints:

```
GENERAL CHECKS
first-order coefficient of B0/B: 0.33333
second-order coefficient of B0/B: -0.04444
test case C*/N: 0.50
  lambda: 0.46479
  B0/B, exact root: 1.15727
  B0/B, moving boundary, 100 cells: 1.15726
  shift from 50 to 100 cells: 2.4e-05
  B0/B, storage cut to one tenth: 1.01656
  upper bound 1 + C*/(3N): 1.16667
  mean C / C*: 0.48227
  integral of yC / (C* X^2): 0.15727
  entering flux / consumed flux: 1.24113
WORKED EXAMPLE (rough wet-oxidation regime)
C*: 3.0e+19 cm^-3
N: 4.50e+22 cm^-3
D: 1.0e-09 cm^2/s
time: 4.0 h
C*/N: 6.6667e-04
lambda: 0.018255
B0, quasi-steady: 133.3333 nm^2/s
B, exact: 133.3037 nm^2/s
B0/B - 1: 2.2220e-04
C*/(3N): 2.2222e-04
thickness, quasi-steady: 1385.641 nm
thickness, exact: 1385.487 nm
thickness excess: 0.1539 nm = 1.539 angstrom
diffusion time X^2/D: 19.20 s
dry case C*: 5.0e+16 cm^-3
dry case N: 2.25e+22 cm^-3
dry case B0/B - 1, leading order: 7.41e-07
NEGLECTED EFFECTS
reaction rate constant k: 2.0e-04 cm/s
A = 2D/k: 100.0 nm
thickness with finite k: 1336.54 nm
thickness lost to finite k: 49.10 nm
temperature: 1350 K; activation energy of B: 0.80 eV
relative change of B per kelvin: 5.103e-03
temperature offset equal to the excess: 0.0436 K
pressure: 760 Torr
pressure offset equal to the excess: 0.169 Torr
silanol storage coefficient: 0.53333
B0/B - 1 with silanol storage: 3.5554e-04
PASS
```
